# Matching an inductive plasma coil to 50 ohms with two capacitors

**Question**

I have a plasma-loaded coil whose terminal impedance is $2+100j$ ohm at 13.56 MHz, and I want to match it to a 50 ohm generator. The network has one capacitor in series with the coil and one across the generator terminals, on the source side of the series capacitor. I am told that the settings should be near 130 pF in series and 1150 pF in shunt.

My attempt was to choose the series capacitor so that it cancels the whole 100 ohm of coil reactance. That leaves 2 ohm, and no value of the shunt capacitor then turns it into 50 ohm. What is the right condition, and how do the two values follow from it? I would also like to know how accurately the capacitors must be set, what voltages they see at 500 W, and whether the same settings work before the plasma has ignited.

**Answer**

Cancelling all the reactance is the step that blocks you. Some inductive reactance has to remain, because the shunt capacitor needs it to raise the resistance seen by the generator.

**What a match means**

I use the time factor $e^{+j\omega t}$, so an inductor has reactance $+\omega L$ and a capacitor has impedance $-j/(\omega C)$. Voltages and currents are rms unless called peak. The capacitors are lossless for now, and the coil with its plasma is a fixed linear load

$$Z=R+jX,\qquad R=2\ \Omega,\quad X=100\ \Omega .$$

The generator is a voltage $E$ behind a resistance $R_0=50$ ohm. If it sees an input impedance $Z_{in}$ with real part $R_{in}$, the power it delivers is

$$P_{in}=\frac{E^2R_{in}}{|Z_{in}+R_0|^2}.$$

The largest possible value is $P=E^2/(4R_0)$, reached at $Z_{in}=R_0$; this is the available power. Define the reflection coefficient

$$\Gamma=\frac{Z_{in}-R_0}{Z_{in}+R_0}.$$

Since $|Z_{in}+R_0|^2-|Z_{in}-R_0|^2=4R_0R_{in}$, dividing by $|Z_{in}+R_0|^2$ gives

$$1-|\Gamma|^2=\frac{4R_0R_{in}}{|Z_{in}+R_0|^2}=\frac{P_{in}}{P}.$$

So $|\Gamma|^2$ is the fraction of the available power that is not accepted. With the coil connected directly,

$$|\Gamma|^2=\frac{(2-50)^2+100^2}{(2+50)^2+100^2}=\frac{12304}{12704}=0.9685 .$$

About 97% of the available power is reflected.

**The series capacitor sets the conductance**

Let $X_s=1/(\omega C_s)$ be the size of the series capacitor's reactance. The coil and this capacitor form a branch of impedance $R+jX'$, where

$$X'=X-X_s .$$

The shunt capacitor is in parallel with this branch, so admittances are the natural quantities to add. Multiplying numerator and denominator by the complex conjugate of the branch impedance,

$$Y=\frac{1}{R+jX'}=\frac{R}{R^2+X'^2}-j\frac{X'}{R^2+X'^2}.$$

A lossless shunt capacitor adds $+j\omega C_p$. It changes the imaginary part and leaves the real part alone. The real part must therefore already equal $1/R_0$:

$$\frac{R}{R^2+X'^2}=\frac1{R_0}
\quad\Longrightarrow\quad
R^2+X'^2=RR_0
\quad\Longrightarrow\quad
X'=\pm\sqrt{R(R_0-R)} .$$

This shows what went wrong in your attempt. With $X'=0$ the conductance is $1/R=0.5$ S, while the generator needs $1/50=0.02$ S. A shunt capacitor cannot remove the excess.

**The shunt capacitor cancels the susceptance**

The imaginary part of the total admittance must vanish. Using $R^2+X'^2=RR_0$ in the denominator,

$$\omega C_p=\frac{X'}{RR_0}.$$

A positive capacitance requires $X'>0$, which selects the plus sign. The branch must look inductive. The minus sign gives a capacitive branch, whose susceptance would have to be cancelled by a shunt inductor instead.

With $Q=X'/R$ as the reactance-to-resistance ratio of the branch, the design equations are

$$Q=\sqrt{\frac{R_0}{R}-1},\qquad
\frac1{\omega C_s}=X-\sqrt{R(R_0-R)},\qquad
\omega C_p=\frac{Q}{R_0}.$$

Substituting back, $Y=1/R_0-jX'/(RR_0)$, and adding $j\omega C_p$ leaves $1/R_0$. The input impedance is $R_0$, as required.

**The two capacitances**

The angular frequency is $\omega=2\pi\times13.56\times10^6=8.5200\times10^7$ rad/s. The required net reactance is

$$X'=\sqrt{2(50-2)}=\sqrt{96}=9.798\ \Omega,$$

so $Q=9.798/2=4.899$. The series capacitor takes up the rest:

$$X_s=100-9.798=90.202\ \Omega,$$

$$C_s=\frac{1}{(8.5200\times10^7)(90.202)}\ \mathrm F=130.12\ \mathrm{pF}.$$

The branch admittance is now

$$Y=\frac{2-9.798j}{4+96}=0.02000-0.09798j\ \mathrm S .$$

Its real part is $1/50$ S, as intended. The shunt capacitor supplies the missing $+0.09798$ S:

$$C_p=\frac{0.09798}{8.5200\times10^7}\ \mathrm F=1150.0\ \mathrm{pF}.$$

These agree with the values you were given. If the settings are rounded to 130 pF and 1150 pF, evaluating $\Gamma$ for the complete circuit gives a reflected fraction of 0.04%, which is negligible here.

**When this network can work**

Both capacitances are positive and finite when

$$R<R_0\qquad\text{and}\qquad X>\sqrt{R(R_0-R)} .$$

The first condition arises because the branch conductance is at most $1/R$, its value at $X'=0$. If $R>R_0$, even this maximum is below $1/R_0$. For a load of $80+100j$ ohm, the best that can be done is to cancel the reactance and let the shunt capacitance go to zero. The generator then sees 80 ohm, and the reflected fraction is $(30/130)^2=5.3\%$.

The second condition arises because a series capacitor can lower the reactance but cannot raise it. A load of $2+5j$ ohm has less than the necessary 9.798 ohm. On the inductive side its branch conductance cannot fall below $2/(4+25)=0.069$ S, which is still well above 0.02 S. A numerical scan over both capacitances finds a smallest reflected fraction of about 30%. An added series inductor would restore the missing reactance.

Two limits help in reading the formulas. As $R$ approaches $R_0$ from below, $X'$ and $C_p$ tend to zero: only the reactance needs cancelling. For $R\ll R_0$,

$$X'\approx\sqrt{RR_0},\qquad C_p\approx\frac1{\omega\sqrt{RR_0}} .$$

Here the first approximation gives 10 ohm instead of 9.798 ohm. A smaller load resistance therefore calls for a larger shunt capacitor.

**Currents and voltages at 500 W**

The capacitors absorb no average power in this model, so all 500 W reaches the 2 ohm load resistance. The coil current is

$$I=\sqrt{\frac PR}=\sqrt{\frac{500}{2}}=15.81\ \mathrm A,$$

with a peak of $\sqrt2\,I=22.36$ A. The generator current is $\sqrt{P/R_0}$, so the coil current is larger by $\sqrt{R_0/R}=5$. The shunt capacitor and the branch exchange the reactive current that makes this possible.

The peak voltages follow from the peak current:

$$V_{coil}=|2+100j|\times22.36=2237\ \mathrm V,$$

$$V_s=90.202\times22.36=2017\ \mathrm V .$$

Across the shunt capacitor the generator sees 50 ohm, so the peak voltage is

$$V_p=\sqrt{2PR_0}=\sqrt{2\times500\times50}=223.6\ \mathrm V .$$

The shunt reactance has size $1/0.09798=10.206$ ohm, and its rms current is $(223.6/\sqrt2)/10.206=15.49$ A. The series capacitor needs a high voltage rating. The shunt capacitor has a much lower voltage but carries nearly the same current.

For scale, take a rough uniform-field strength of 3 kV/mm for air at atmospheric pressure. The series-capacitor voltage then corresponds to a gap of $2.017/3=0.67$ mm. Gaps below a millimetre usually withstand a somewhat higher average field than this. However, sharp edges raise the local field, and the voltage can be higher before ignition, so the figure is not a recommended spacing.

**How accurately the capacitors must be set**

First look back from the coil terminals into the matched network, with the generator voltage set to zero. One sees $C_s$ in series with the parallel pair $R_0$ and $C_p$. At the match, the admittance of that pair is

$$\frac1{R_0}+j\omega C_p=Y^*,$$

because $Y=1/R_0-j\omega C_p$. Its impedance is $1/Y^*=R-jX'$. Adding the series capacitor gives

$$Z_{back}=R-jX'-jX_s=R-jX=Z^* .$$

The coil is therefore driven by an equivalent source of impedance $Z^*$ and some voltage $E_T$. At the match the total impedance is $Z+Z^*=2R$, so the delivered power is $P=E_T^2R/(2R)^2$, or $E_T^2=4RP$.

Now change the load by $\Delta Z=r+jx$, holding both capacitors fixed. The power reaching it becomes

$$P_{load}=\frac{4RP(R+r)}{|2R+\Delta Z|^2}.$$

The network is lossless, so $P_{load}/P=1-|\Gamma|^2$. Expanding $|2R+\Delta Z|^2=4R^2+4Rr+|\Delta Z|^2$,

$$|\Gamma|^2=1-\frac{4R^2+4Rr}{|2R+\Delta Z|^2}
=\frac{|\Delta Z|^2}{|2R+\Delta Z|^2}.$$

A change in the series capacitor's reactance has the same effect as a change in coil reactance. Raising $C_s$ by 1%, with $C_p$ fixed, changes the branch reactance by

$$x=90.202\left(1-\frac1{1.01}\right)=0.893\ \Omega,$$

$$|\Gamma|=\frac{0.893}{\sqrt{4^2+0.893^2}}=0.218 .$$

The reflected fraction is 4.7% of the available power.

For a shunt error, the input admittance is $1/R_0+jb$, where $b$ is the susceptance error. Writing $\Gamma=(1/R_0-Y_{in})/(1/R_0+Y_{in})$ gives

$$|\Gamma|=\frac{|b|}{\sqrt{(2/R_0)^2+b^2}} .$$

A 1% increase in $C_p$, with $C_s$ fixed, gives $b=0.00098$ S. Hence $|\Gamma|=0.0245$, and the reflected fraction is 0.06%.

The reason for the difference appears at small relative error $\epsilon$. The series error gives $|\Gamma|\approx|\epsilon|X_s/(2R)$, and the shunt error gives $|\Gamma|\approx|\epsilon|Q/2$. Their ratio is $X_s/(RQ)=X_s/X'$, about 9 here. The series capacitor is the sensitive one because the small useful reactance $X'$ is the difference between two large reactances.

**Before ignition**

The settings depend on the plasma. A simple model treats the plasma as a closed secondary loop with impedance $R_2+jX_2$, coupled to the coil by mutual inductance $M$. With coil resistance $R_c$ and inductance $L$, the two loop equations are

$$V_1=(R_c+j\omega L)I_1+j\omega MI_2,\qquad
0=j\omega MI_1+(R_2+jX_2)I_2 .$$

Solving the second for $I_2$ and substituting it in the first gives

$$\frac{V_1}{I_1}=R_c+j\omega L+\frac{\omega^2M^2}{R_2+jX_2}
=R_c+j\omega L+\omega^2M^2\frac{R_2-jX_2}{R_2^2+X_2^2}.$$

For an inductive secondary, the plasma raises the terminal resistance and lowers the terminal reactance. As an assumed example, let the unlit coil be $0.5+103j$ ohm. Relative to the lit load, $\Delta Z=-1.5+3j$ ohm. With the capacitors left at their lit settings,

$$|\Gamma|=\frac{|-1.5+3j|}{|2.5+3j|}=0.859 .$$

The reflected fraction is 74%, so the settings no longer match. This does not by itself prevent ignition. With 500 W available, the accepted 131 W flows into only 0.5 ohm, and the coil current is $\sqrt{131/0.5}=16.2$ A, close to its lit value of 15.8 A. The lit settings may therefore still strike the plasma, if the generator tolerates the reflected power and this current, with the coil voltage that accompanies it, is enough for the gas and pressure used. A match for the unlit coil follows from the same design equations with $R=0.5$ ohm and $X=103$ ohm:

$$\frac1{\omega C_s}=103-\sqrt{0.5\times49.5}\ \Omega,\qquad
\omega C_p=\frac{\sqrt{50/0.5-1}}{50}\ \mathrm S .$$

These give $C_s=119.7$ pF and $C_p=2336$ pF. The series capacitance falls by about 8%, while the shunt capacitance roughly doubles.

There is a voltage cost. At fixed accepted power the coil current varies as $1/\sqrt R$. Reducing $R$ from 2 to 0.5 ohm doubles the current, and with nearly the same reactance it roughly doubles the coil voltage. Voltage ratings based on the lit state may therefore be too low if full power is applied to a matched, unlit coil.

**Comparison with a real reactor**

The example lies in the regime of a planar inductive etcher: 13.56 MHz, a few hundred watts, a coil of roughly a microhenry and a load resistance of a few ohms. These are rough typical values, not measurements of one reactor. The assumption that a real discharge breaks most clearly is the fixed load, since its impedance depends on power, gas and pressure. If $R$ rises from 2 to 3 ohm with $X$ and both capacitors held fixed, then $|\Gamma|=1/5$ and 4% of the available power is reflected. Ignition is the larger change, as shown above. This is why adjustable capacitors are useful.

A perfect match also does not mean that all the power heats the plasma. If 0.5 ohm of the 2 ohm is loss in the coil, the plasma receives $(2-0.5)/2=75\%$ of the load power, or 375 W out of 500 W. Zero reflected power cannot distinguish plasma heating from coil heating.

Capacitor losses take a further share. Suppose each capacitor has a series resistance of 0.05 ohm. Using the ideal currents, the estimated loss is

$$0.05\,(15.81^2+15.49^2)=24.5\ \mathrm W .$$

To include the effect of the loss on the currents, let $V$ be the voltage at the generator terminals and solve

$$V\left(\frac1{R_0}+\frac1{2.05+9.798j}+\frac1{0.05-10.206j}\right)=\frac E{R_0},
\qquad E=2\sqrt{PR_0}.$$

The resulting capacitor loss is 23.4 W, and 476 W reaches the coil terminals. The ideal result is thus reduced by about 5%, before the coil's own loss is subtracted.

Wiring matters too. An assumed 10 nH in the shunt capacitor's lead has reactance 0.852 ohm. This lowers the size of the shunt branch's reactance from 10.206 to 9.354 ohm, so the branch supplies too much susceptance. With the capacitors unchanged, 4.7% of the available power is reflected. To restore the match, the capacitor and lead together must have reactance $-10.206$ ohm:

$$C_p=\frac1{\omega(10.206+0.852)}=1061\ \mathrm{pF}.$$

So a capacitor setting of 1061 pF, rather than 1150 pF, would be correct with that lead. For your network, start near the calculated settings, adjust both capacitors, with the finer control on the series one, and expect to retune after ignition. Setting one capacitor at a time for least reflected power can be slow: starting from the unlit match with the lit load, and adjusting the series capacitor first in each round, about 1.5% is still reflected after ten rounds. It can also stall. With the coil reactance fully cancelled and no shunt capacitance, changing either capacitor alone only raises the reflection, although changing both together lowers it. In this example it is quicker to move the shunt capacitor a few per cent past its own minimum, in the direction it was already moving, and then readjust the series one, keeping the change if the reflected power has fallen. The series capacitor alone is not enough: in the example where $R$ rises to 3 ohm, changing its reactance by $x$ gives $|\Gamma|=|1+jx|/|5+jx|$, which is never below $1/5$.
